# Why thinner oxides have broader logarithmic lifetime distributions in the column model: test program

```python
"""Column model of oxide breakdown.

Result under test: if the mean number of defects per cell is
m = (t/tau)**alpha and a film fails when all n cells of any one of N columns
are defective, the Weibull slope in ln(t) tends to alpha*n for large N and
small m. At finite m and N it is
alpha*n * m/(exp(m)-1) * x/(-(1-x)*ln(1-x)),  x = (1-exp(-m))**n.
F is the failed fraction, and the weibit is ln(-ln(1-F)).
Times are in units of tau, lengths in angstrom.
"""
import numpy as np
from scipy import constants
from scipy.stats import kstest

ALPHA = 0.5
CELL_EDGE = 10.0
AREA = 1.0e10
COLUMNS = AREA / CELL_EDGE**2
LAYERS = (2, 3, 4, 6, 8)
BOHR = constants.physical_constants["Bohr radius"][0] / constants.angstrom


def weibit_at(log_time, layers, columns):
    """Weibit from the survival probability of independent columns."""
    filled = -np.expm1(-np.exp(ALPHA * log_time))
    return np.log(-columns * np.log1p(-filled**layers))


def log_time_at(weibit, layers, columns):
    """Inverse of weibit_at."""
    complete = -np.expm1(-np.exp(weibit) / columns)
    filled = complete ** (1.0 / layers)
    return np.log(-np.log1p(-filled)) / ALPHA


def slope_formula(log_time, layers, columns):
    mean = np.exp(ALPHA * log_time)
    x = (-np.expm1(-mean)) ** layers
    repeat_factor = mean / np.expm1(mean)
    finite_factor = x / (-(1 - x) * np.log1p(-x))
    return ALPHA * layers * repeat_factor * finite_factor


def spreads(layers, columns):
    """Standard deviations of ln(t) and t by quadrature over the weibit."""
    w = np.linspace(-40.0, 5.0, 90001)
    weight = np.exp(w - np.exp(w))
    weight /= weight.sum()
    log_t = log_time_at(w, layers, columns)
    result = []
    for values in (log_t, np.exp(log_t)):
        average = np.sum(weight * values)
        result.append(np.sqrt(np.sum(weight * (values - average) ** 2)))
    return result


# Worked films: derived slope against a finite difference of the distribution.
rows = []
for n in LAYERS:
    log_t63 = float(log_time_at(0.0, n, COLUMNS))
    log_t01 = float(log_time_at(np.log(-np.log(0.99)), n, COLUMNS))
    slope = slope_formula(log_t63, n, COLUMNS)
    h = 1e-4
    numeric = (weibit_at(log_t63 + h, n, COLUMNS)
               - weibit_at(log_t63 - h, n, COLUMNS)) / (2 * h)
    assert abs(numeric / slope - 1) < 1e-6
    log_spread, time_spread = spreads(n, COLUMNS)
    # The local slope drifts slightly across the distribution.
    assert abs(log_spread * np.sqrt(6) * slope / np.pi - 1) < 0.02
    # The simple scale law neglects repeated hits, a correction of order m.
    mean = np.exp(ALPHA * log_t63)
    simple_log_t63 = -np.log(COLUMNS) / (ALPHA * n)
    assert abs(log_t63 - simple_log_t63) < mean / ALPHA
    assert 0.94 < slope / (ALPHA * n) < 1.0001
    rows.append((n, mean, log_t63, slope, np.exp(log_t63 - log_t01),
                 log_spread, time_spread))
assert all(a[5] > b[5] for a, b in zip(rows, rows[1:]))
assert all(a[6] < b[6] for a, b in zip(rows, rows[1:]))

# Simulation: drop defects one by one until a column is complete.
rng = np.random.default_rng(20)
SIM_COLUMNS = 4000
SAMPLES = 4000


def simulate(layers, seeded=0):
    """Return defect counts and log times; seeded layers start defective."""
    cells = layers * SIM_COLUMNS
    drops = int(0.7 * cells)
    backwards = np.arange(drops, 0, -1)
    counts = np.empty(SAMPLES)
    for s in range(SAMPLES):
        first_hit = np.full(cells, drops + 1)
        sequence = rng.integers(0, cells, drops)
        # With repeated indices the last assignment, the earliest hit, stays.
        first_hit[sequence[::-1]] = backwards
        first_hit[:seeded * SIM_COLUMNS] = 0
        counts[s] = first_hit.reshape(layers, SIM_COLUMNS).max(axis=0).min()
    assert counts.max() <= drops
    # The arrival of defect number k in a unit-rate process is Gamma(k).
    mean_per_cell = rng.gamma(counts) / cells
    return counts, np.log(mean_per_cell) / ALPHA


simulation_rows = []
for layers, seeded in ((2, 0), (4, 0), (6, 0), (6, 4)):
    needed = layers - seeded
    counts, log_times = simulate(layers, seeded)
    distance = kstest(
        log_times,
        lambda y: -np.expm1(-np.exp(weibit_at(y, needed, SIM_COLUMNS)))
    ).statistic
    assert distance < 1.95 / np.sqrt(SAMPLES)
    predicted = spreads(needed, SIM_COLUMNS)[0]
    observed = log_times.std()
    # Sampling error of the standard deviation is just under two percent.
    assert abs(observed / predicted - 1) < 0.06
    share = np.var(np.log(counts)) / np.var(ALPHA * log_times)
    assert share > 0.93
    simulation_rows.append((layers, seeded, np.median(counts),
                            observed, predicted, share))
assert simulation_rows[3][3] > 2 * simulation_rows[2][3]


# Complete enumeration of a small periodic lattice with tilted paths allowed.
WIDTH = 4
FULL = 2**WIDTH - 1


def widen(row):
    left = ((row << 1) | (row >> (WIDTH - 1))) & FULL
    right = ((row >> 1) | (row << (WIDTH - 1))) & FULL
    return row | left | right


def connected(pattern, layers):
    defects = [(pattern >> (WIDTH * i)) & FULL for i in range(layers)]
    reached = [defects[0]] + [0] * (layers - 1)
    while True:
        new = []
        for i in range(layers):
            near = reached[i]
            if i > 0:
                near |= reached[i - 1]
            if i < layers - 1:
                near |= reached[i + 1]
            new.append(reached[i] | (defects[i] & widen(near)))
        if new == reached:
            return reached[-1] != 0
        reached = new


path_rows = []
for layers in (2, 3):
    cells = WIDTH * layers
    tally = np.zeros(cells + 1)
    for pattern in range(2**cells):
        if connected(pattern, layers):
            tally[bin(pattern).count("1")] += 1
    smallest = int(np.flatnonzero(tally)[0])
    k = np.arange(cells + 1)

    def log_probability(log_filled):
        p = np.exp(log_filled)
        return np.log(np.sum(tally * p**k * (1 - p) ** (cells - k)))

    centre = np.log(1e-3)
    power = (log_probability(centre + 1e-3)
             - log_probability(centre - 1e-3)) / 2e-3
    assert smallest == layers
    assert tally[smallest] == WIDTH * 3 ** (layers - 1)
    assert abs(power - layers) < 0.02
    path_rows.append((layers, smallest, int(tally[smallest]), power))

print(f"Cell edge: {CELL_EDGE:.1f} angstrom")
print(f"Area: {AREA:.1e} angstrom^2")
print(f"Columns N: {COLUMNS:.1e}")
print(f"Generation exponent alpha: {ALPHA:.2f}")
print(f"Limiting slope per thickness: {ALPHA / CELL_EDGE:.4f} 1/angstrom")
print(f"The same, converted: {ALPHA / CELL_EDGE * BOHR:.5f} 1/bohr")
print("State at 63% failure (density in angstrom^-3, t63 in tau)")
print("layers  d(angstrom)  filled fraction  density    t63")
for n, mean, log_t63, *_ in rows:
    print(f"{n:4d} {n * CELL_EDGE:10.1f} {-np.expm1(-mean):15.5f}"
          f" {mean / CELL_EDGE**3:14.3e} {np.exp(log_t63):10.3e}")
print("Slopes and spreads (sd = standard deviation)")
print("layers  alpha*n  slope   t63/t1%  sd ln(t)  sd t (tau)")
for n, _, _, slope, ratio, log_spread, time_spread in rows:
    print(f"{n:4d} {ALPHA * n:8.2f} {slope:8.4f} {ratio:8.2f}"
          f" {log_spread:8.4f} {time_spread:11.3e}")
print("Effect of area")
print("layers  area(angstrom^2)  slope   t63 (tau)")
for n in (2, 8):
    for area in (1e6, 1e10, 1e14):
        columns = area / CELL_EDGE**2
        y = log_time_at(0.0, n, columns)
        print(f"{n:4d} {area:14.1e} {slope_formula(y, n, columns):11.4f}"
              f" {np.exp(y):11.3e}")
print(f"Simulation: {SIM_COLUMNS} columns, {SAMPLES} films per case")
print("layers  seeded  median drops  sd ln(t)  theory  placement share")
for layers, seeded, median, observed, predicted, share in simulation_rows:
    print(f"{layers:4d} {seeded:7d} {median:12.0f} {observed:11.4f}"
          f" {predicted:8.4f} {share:10.4f}")
print(f"Tilted paths: complete count, periodic width {WIDTH} cells")
print("layers  fewest defects  shortest paths  power at fill 0.001")
for layers, smallest, number, power in path_rows:
    print(f"{layers:4d} {smallest:11d} {number:15d} {power:15.4f}")
print("PASS")
```

Running it gives:

```
Cell edge: 10.0 angstrom
Area: 1.0e+10 angstrom^2
Columns N: 1.0e+08
Generation exponent alpha: 0.50
Limiting slope per thickness: 0.0500 1/angstrom
The same, converted: 0.02646 1/bohr
State at 63% failure (density in angstrom^-3, t63 in tau)
layers  d(angstrom)  filled fraction  density    t63
   2       20.0         0.00010      1.000e-07  1.000e-08
   3       30.0         0.00215      2.157e-06  4.652e-06
   4       40.0         0.01000      1.005e-05  1.010e-04
   6       60.0         0.04642      4.753e-05  2.259e-03
   8       80.0         0.10000      1.054e-04  1.110e-02
Slopes and spreads (sd = standard deviation)
layers  alpha*n  slope   t63/t1%  sd ln(t)  sd t (tau)
   2     1.00   1.0000    99.51   1.2826   1.000e-08
   3     1.50   1.4984    21.51   0.8557   2.855e-06
   4     2.00   1.9900    10.04   0.6438   4.702e-05
   6     3.00   2.9293     4.75   0.4360   7.479e-04
   8     4.00   3.7930     3.31   0.3356   2.947e-03
Effect of area
layers  area(angstrom^2)  slope   t63 (tau)
   2        1.0e+06      0.9950   1.010e-04
   2        1.0e+10      1.0000   1.000e-08
   2        1.0e+14      1.0000   1.000e-12
   8        1.0e+06      3.2880   1.445e-01
   8        1.0e+10      3.7930   1.110e-02
   8        1.0e+14      3.9361   1.033e-03
Simulation: 4000 columns, 4000 films per case
layers  seeded  median drops  sd ln(t)  theory  placement share
   2       0          107      1.2721   1.2892     0.9551
   4       0         1948      0.6884   0.6755     0.9924
   6       0         6498      0.4822   0.4824     0.9947
   6       4          325      1.2548   1.2892     0.9831
Tilted paths: complete count, periodic width 4 cells
layers  fewest defects  shortest paths  power at fill 0.001
   2           2              12          1.9980
   3           3              36          2.9975
PASS
```
